# How a nonrelativistic pseudo-Hamiltonian carries gold's relativistic s-d gap

## 1. What symmetry leaves room for

Enclose the core of a gold atom in a sphere of radius $r_c$. Suppose that outside it a valence electron obeys the ordinary Schroedinger equation. If the atom is spherical and spin-orbit coupling is left out, angular momentum $l$ is conserved and the levels do not depend on $m$ or spin. For each $l$ and energy $\varepsilon$, the interior then gives the exterior one number, the logarithmic derivative

$$L_l(\varepsilon)=\left.\frac{R'(r)}{R(r)}\right|_{r_c},$$

an inverse length. The amplitude of the radial function $R$ cancels. Relativity inside the sphere can affect the exterior equation through $L_l(\varepsilon)$ and through the potential outside. It needs no relativistic kinetic operator there.

A rotationally invariant, spin-free operator that can supply a different $L_l$ for each $l$ is

$$H_{\rm ps}=-\tfrac12\nabla^2+\sum_l V_l^{\rm ion}(r)\,P_l+V_{\rm Hxc}[\rho_v](r),$$

where $P_l$ projects onto angular momentum $l$, $\rho_v$ is the valence density and $V_{\rm Hxc}$ is its Hartree plus exchange-correlation potential. The choice of a potential local in $r$ for each $l$ is a convention. Relativity can enter through the difference between the $V_l^{\rm ion}$ made from a relativistic atom and those made from a nonrelativistic one.

Equations are in atomic units; energies are quoted in eV and lengths in bohr. The quantity followed is the Kohn-Sham gap $\Delta=\varepsilon_{6s}-\varepsilon_{5d}$, which is not a measured excitation energy.

## 2. The relativistic parent

Measure energy from the rest energy. The Dirac equations for the large component $\phi$ and small component $\chi$ are

$$c\,\sigma\!\cdot\!p\,\chi+V\phi=\varepsilon\phi,\qquad c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi=\varepsilon\chi .$$

With $M=1+(\varepsilon-V)/2c^2$, the second gives $\chi=\sigma\!\cdot\!p\,\phi/(2Mc)$. Insert this in the first:

$$\sigma\!\cdot\!p\,\frac1{2M}\,\sigma\!\cdot\!p\,\phi+V\phi=\varepsilon\phi .$$

For any radial function $f$, the Pauli identity gives

$$\sigma\!\cdot\!p\,f\,\sigma\!\cdot\!p=p\cdot f\,p+\frac{f'}{r}\,\sigma\!\cdot\!\mathbf L .$$

Here $f=1/2M$. Since $M'=-V'/2c^2$, $f'=V'/(4M^2c^2)$. The last term is spin-orbit coupling, and dropping it defines the scalar-relativistic equation. For $s$ states it vanishes anyway. Because $p\cdot f\,p=-\nabla\cdot f\nabla$, the radial equation is

$$-(r^2fR')'+\left[l(l+1)f+r^2(V-\varepsilon)\right]R=0. \tag{1}$$

Setting $M=1$ recovers Schroedinger's equation, as does $c\to\infty$.

Both parent atoms are solved self-consistently for $5d^{10}6s^1$, with all 79 electrons, a point nucleus and no spin polarization. The functional is the local density approximation with Slater exchange and Perdew-Wang correlation. The radial equations are diagonalized in high-order finite elements.

| Parent | $\varepsilon_{5d}$ (eV) | $\varepsilon_{6s}$ (eV) | $\Delta$ (eV) |
|---|---:|---:|---:|
| Schroedinger | −8.289 | −4.418 | 3.871 |
| Scalar relativistic | −7.117 | −6.079 | 1.038 |

The gap changes by $1.038-3.871=-2.833$ eV. The mean radius of $6s$ falls from 3.313 to 2.838 bohr, or by 14%. That of $5d$ grows from 1.580 to 1.622 bohr, or by 2.7%.

## 3. The direct contribution

First keep the Schroedinger atom's potential and change only the equation. Wherever $\varepsilon>V$, $M>1$ and the kinetic quadratic form

$$\int \frac1{2M}\left[r^2R'^2+l(l+1)R^2\right]dr$$

is smaller than with $M=1$. By the min-max principle, lowering a quadratic form at fixed normalization lowers its ordered eigenvalues. In the outer tail $M$ is slightly below one, but only by at most $|\varepsilon|/2c^2$, which is negligible here. The direct effect therefore lowers both levels:

$$\delta_{\rm dir}\varepsilon_{6s}=-2.545\ {\rm eV},\qquad
\delta_{\rm dir}\varepsilon_{5d}=-1.969\ {\rm eV}.$$

Its contribution to the gap is $-2.545+1.969=-0.576$ eV.

To locate the $6s$ part, use $M$ inside a chosen radius and set it to one outside. Keeping it only within 0.129 bohr already gives $-2.474$ eV, or 97% of the direct shift. Keeping it within 2.600 bohr gives $-2.545$ eV, the full shift to the quoted digits. The outer electron's energy is thus altered by its brief presence near the nucleus. At 2.600 bohr and beyond, $-\frac12\nabla^2$ is adequate.

## 4. The indirect contribution

Now keep Schroedinger's equation and insert the relativistic atom's self-consistent potential. The levels move by

$$\delta_{\rm ind}\varepsilon_{6s}=+0.637\ {\rm eV},\qquad
\delta_{\rm ind}\varepsilon_{5d}=+2.778\ {\rm eV}.$$

Electrostatics explains the sign for a contracting shell. A unit shell of electrons at radius $a$ gives another electron the potential energy $1/\max(r,a)$. Moving the shell inward to $b<a$ changes this by

$$\frac1{\max(r,b)}-\frac1{\max(r,a)},$$

which is positive for $r<a$ and zero for $r\ge a$. Contracted charge screens the nucleus better for electrons inside its former radius. The calculated potential change includes every shell, $6s$ among them, and exchange-correlation; it does not assign the rise to the inner shells alone.

The indirect contribution to the gap is $0.637-2.778=-2.141$ eV. The two contributions do not add to the total, because the direct shift depends on the potential in which it is evaluated. With both changes made together, the shifts are $-1.661$ eV for $6s$ and $+1.172$ eV for $5d$. The remainders are

$$-1.661-(-2.545+0.637)=+0.247\ {\rm eV}$$

for $6s$, and

$$1.172-(-1.969+2.778)=+0.363\ {\rm eV}$$

for $5d$. They contribute $0.247-0.363=-0.116$ eV to the gap. The balance is

$$-0.576-2.141-0.116=-2.833\ {\rm eV}.$$

In this division, most of the gap change is indirect. The $5d$ level rises because better screening outweighs its own direct lowering.

The tails follow the levels. Far from the neutral atom the potential in this approximation vanishes, and $u=rR$ decays as $e^{-\kappa r}$ with $\kappa=\sqrt{-2\varepsilon}$. Lowering $6s$ shortens its tail; raising $5d$ lengthens its tail.

## 5. What must be conserved at the core radius

A pseudopotential should reproduce $L_l$ at the parent level and also its energy slope. The slope is fixed by a charge, as follows.

Let a dot denote $\partial/\partial\varepsilon$. Since $\dot M=1/2c^2$,

$$\dot f=-g,\qquad g=\frac1{4M^2c^2}.$$

Differentiate (1):

$$-(r^2f\dot R'-r^2gR')'+\left[l(l+1)f+r^2(V-\varepsilon)\right]\dot R
-\left[l(l+1)g+r^2\right]R=0 .$$

Multiply this by $R$, multiply (1) by $\dot R$, and subtract. The terms containing the common bracket cancel, leaving

$$-R(r^2f\dot R')'+\dot R(r^2fR')'+R(r^2gR')'
=r^2R^2+l(l+1)gR^2 .$$

The first two terms equal $-[r^2f(R\dot R'-\dot RR')]'$. The third equals $(r^2gRR')'-r^2gR'^2$. Also $R\dot R'-\dot RR'=R^2\dot L$, where $L=R'/R$ at the running radius. Therefore

$$-\left[r^2R^2(f\dot L-gL)\right]'
=r^2R^2+g\left[r^2R'^2+l(l+1)R^2\right].$$

Since $f\dot L-gL=\partial(fL)/\partial\varepsilon$, integration from the origin, where the regular solution gives no boundary term, yields

$$-u(r_c)^2\frac{\partial}{\partial\varepsilon}\left(\frac{L}{2M}\right)_{r_c}
=\int_0^{r_c}\left\{u^2+g\left[r^2R'^2+l(l+1)R^2\right]\right\}dr. \tag{2}$$

The second term in the integral is the spin-averaged small-component density. With $\chi=\sigma\!\cdot\!p\,\phi/(2Mc)$, the Pauli identity gives $\chi^\dagger\chi=g\,|\nabla\phi|^2$ plus a term linear in $\sigma$ that vanishes on averaging over spin. Integrating $r^2g\,|\nabla\phi|^2$ over angles gives $g\left[r^2R'^2+l(l+1)R^2\right]$. For a Schroedinger pseudofunction, $M=1$ and $g=0$, so

$$-\tfrac12u_{\rm ps}(r_c)^2\frac{\partial L_{\rm ps}}{\partial\varepsilon}
=\int_0^{r_c}u_{\rm ps}^2\,dr .$$

At $r_c$ the parent has $M\simeq1$. If the two functions agree there, their slopes agree when the pseudo-charge inside equals the parent's total inner charge, small component included. This is how a one-component function can inherit relativistic scattering near the chosen energy.

## 6. Making the potentials

The core radii are 2.600 bohr for $6s$ and 1.577 bohr for $5d$, the same for both parents. Inside, take the nodeless Troullier-Martins form

$$u_{\rm ps}=r^{l+1}e^{p(r)},\qquad p=\sum_{k=0}^{6}c_{2k}r^{2k}.$$

Its logarithmic derivative is $\lambda=(l+1)/r+p'$, and $u_{\rm ps}''/u_{\rm ps}=\lambda^2+\lambda'$. Thus

$$\frac{u_{\rm ps}''}{u_{\rm ps}}
=\frac{l(l+1)}{r^2}+\frac{2(l+1)}r p'+p'^2+p''.$$

Schroedinger's equation requires this to equal $l(l+1)/r^2+2(V_l-\varepsilon)$. Hence

$$V_l=\varepsilon+\frac{l+1}{r}p'+\tfrac12(p''+p'^2). \tag{3}$$

Seven conditions fix the seven coefficients. Five set the value and first four derivatives at $r_c$. The value and first derivative come from the parent's large component; the higher ones follow from Schroedinger's equation with the parent potential. The sixth is the inner charge. The seventh removes the curvature of $V_l$ at the origin: the $r^2$ coefficient in (3) is $(4l+10)c_4+2c_2^2$, so $c_4=-c_2^2/(2l+5)$. If several solutions exist, the one with the smallest $|c_2|$ is taken. Outside $r_c$ the parent potential is kept.

The potential $V_l$ still contains valence screening. With radial density $\rho_v=10u_{5d}^2+u_{6s}^2$ built from the pseudofunctions,

$$V_l^{\rm ion}=V_l-V_{\rm Hxc}[\rho_v].$$

Its tail is $-11/r$, the nucleus screened by 68 core electrons. Subtracting exchange-correlation of the valence density alone is an approximation when the configuration changes, because exchange-correlation is nonlinear where core and valence overlap.

The relativistic parent's level, boundary data and inner charge each contain the direct and the indirect effect together; the parent potential kept outside $r_c$ carries the indirect effect. The valence part of the screening is removed by the subtraction above and is rebuilt when the pseudo-atom is made self-consistent. The kinetic operator of the pseudo-atom stays $-\frac12\nabla^2$.

## 7. The gap, and a change of configuration

With eleven electrons and $-\frac12\nabla^2$, the self-consistent pseudo-atoms give gaps of 3.871 and 1.038 eV. Their difference is again $-2.833$ eV. This agreement was built in at the reference configuration, apart from the small relativistic remainder outside $r_c$. The mean $6s$ radius falls from 3.331 to 2.853 bohr and that of $5d$ grows from 1.593 to 1.634 bohr. These radii differ slightly from the parents' because norm conservation fixes the inner charge, not its distribution.

Configuration $5d^96s^2$ was not used in the construction:

| Potentials from | All-electron $\Delta$ (eV) | Pseudo $\Delta$ (eV) |
|---|---:|---:|
| Schroedinger | 5.731 | 5.834 |
| Scalar relativistic | 2.207 | 2.248 |

The errors are 0.103 and 0.041 eV, each about 2% of the corresponding all-electron gap. They depend on the core radii: with both radii at 2.129 bohr they become 0.071 and 0.063 eV, or 1.2% and 2.9%. The relativistic gap change is $-3.524$ eV in the full atoms and $-3.586$ eV in the pseudo-atoms. The potentials therefore carry the effect beyond the fitted configuration, with a finite transfer error. The frozen core, finite energy range and valence-only unscreening can all contribute to that error; the calculation does not separate them.

## 8. Weighing the s and d potentials

Start from the Schroedinger-derived pseudo-atom at $5d^{10}6s^1$ and replace one ionic potential at a time, restoring self-consistency each time.

Replacing the $s$ potential changes the gap from 3.871 to 1.885 eV, by $-1.986$ eV. The $6s$ level falls by 1.294 eV. The $5d$ level rises by 0.692 eV although its ionic potential is unchanged, so this rise comes through valence screening. The mean $6s$ radius contracts to 2.911 bohr, consistent with the shell argument of section 4.

Replacing the $d$ potential instead changes the gap to 3.126 eV, by $-0.745$ eV. Here $5d$ rises by 0.505 eV and $6s$ falls by 0.240 eV. The remainder is

$$-2.833-(-1.986-0.745)=-0.102\ {\rm eV}.$$

The $s$ replacement thus accounts for 70% of the gap change and the $d$ replacement for 26%. The mixed gaps depend on the core radii at the level of 0.01 to 0.03 eV; with both radii at 2.129 bohr they are 1.897 and 3.099 eV and the shares are 70% and 27%. This does not contradict the mainly indirect origin found in section 4. The two divisions cut along different lines. Each ionic potential holds the direct effect on its own level together with the change in core screening. For $5d$ these two have opposite signs and partly cancel inside the $d$ potential, while for $6s$ the direct lowering dominates. This cancellation alone does not make the $d$ share the smaller one: to first order with the valence screening frozen, the $d$ replacement raises $5d$ by about 1.7 eV and the $s$ replacement lowers $6s$ by about 1.3 eV. Section 4 froze the potentials, whereas here the valence screening responds to each replacement. That response reduces the $5d$ rise to 0.5 eV in the $d$ replacement and supplies the 0.7 eV rise of $5d$ in the $s$ replacement, which sets the order of the shares. The mixed operators are diagnostic, since neither has a single parent atom.

## 9. Restoring spin-orbit coupling

The potentials above give one $5d$ level. To split it, generate potentials $V_+$ and $V_-$ for $j=l+\frac12$ and $j=l-\frac12$ from a Dirac atom, and write $V_l=\bar V_l+V_l^{\rm so}\,\mathbf L\cdot\mathbf S$. The eigenvalues of $\mathbf L\cdot\mathbf S$ are $l/2$ and $-(l+1)/2$, so for $l>0$

$$V_l^{\rm so}=\frac{2(V_+-V_-)}{2l+1},\qquad
\bar V_l=\frac{(l+1)V_++lV_-}{2l+1}.$$

The kinetic operator remains $-\frac12\nabla^2$. This description fails for quantities that probe the true wavefunction near the nucleus, which the pseudofunction has replaced. The construction also assumes a fixed core and a Schroedinger region outside each core sphere; the error when the core changes appreciably or neighboring spheres overlap was not calculated here.
